# Square-Root Coarsening of Two-Dimensional Islands Limited by Edge Attachment

**Q.** Deposition has stopped, and one-atom-high islands sit on a flat terrace. No atoms arrive and none leave. Why should anything change?

**A.** Because step edges cost energy. Take circular islands with an isotropic line tension \(\gamma\) and an area \(\Omega\) per atom. An island of radius \(R\) has edge energy \(E=2\pi R\gamma\) and contains \(n=\pi R^2/\Omega\) atoms. Adding atoms changes both:

\[
dE=2\pi\gamma\,dR,\qquad dn=\frac{2\pi R}{\Omega}\,dR,\qquad
\mu(R)=\frac{dE}{dn}=\frac{\gamma\Omega}{R}.
\]

This chemical potential is measured from that of a straight step. An atom is worse off in a small island than in a large one, so moving atoms from small islands to large ones lowers the energy.

**Q.** How does a small island communicate this to a large one far away?

**A.** Through the adatoms. A dilute adatom gas of density \(\rho\) has chemical potential \(k_BT\ln(\rho/\rho_\infty)\), where \(\rho_\infty\) is the density in equilibrium with a straight step. Equating it to \(\mu(R)\) gives the density that would neither grow nor shrink the island:

\[
\rho_{\rm eq}(R)=\rho_\infty e^{\ell/R}\simeq\rho_\infty\left(1+\frac{\ell}{R}\right),
\qquad \ell=\frac{\Omega\gamma}{k_BT}.
\]

The linear form needs \(\ell\ll R\). I choose round parameters, not those of a named material: \(\Omega=0.08\ \mathrm{nm^2}\), \(\gamma=0.3\) eV/nm and \(T=600\) K, so \(k_BT=0.0517\) eV. Then

\[
\ell=\frac{0.08\times0.3}{0.0517}\ \mathrm{nm}=0.464\ \mathrm{nm}.
\]

At \(R=20\) nm the excess \(\rho_{\rm eq}/\rho_\infty-1\) is 0.0235 from the exponential and 0.0232 from the linear form. The linear form is low by about 1% of the excess.

**Q.** Adatoms must diffuse between islands. Why may you use one density \(\rho\) for the whole terrace?

**A.** That is the attachment-limited condition, and it can be made quantitative. Let the net flux into the edge, per unit length, be \(j=k(\rho_R-\rho_{\rm eq})\). Here \(\rho_R\) is the adatom density on the terrace side of the edge, and \(k\), a velocity, is the attachment coefficient from that side. Adatoms on top of the island, if they exchange only with its edge, settle at \(\rho_{\rm eq}(R)\) and supply no net flux. For the estimate, let the terrace density take its mean value \(\rho\) at a distance \(L\) from the island centre. If the edge moves slowly compared with adatom relaxation, the density around the island is steady, \((r\rho')'=0\), so

\[
\rho(r)=\rho_R+B\ln\frac rR .
\]

The diffusive flux at the edge is \(DB/R=j\), so \(B=jR/D\). The attachment law gives \(\rho_R=\rho_{\rm eq}+j/k\). Putting both into \(\rho(L)=\rho\),

\[
\rho-\rho_{\rm eq}=j\left[\frac1k+\frac RD\ln\frac LR\right],
\qquad
j=\frac{k(\rho-\rho_{\rm eq})}{1+(kR/D)\ln(L/R)} .
\]

Attachment and diffusion act as resistances in series. When \((kR/D)\ln(L/R)\ll1\), the density is nearly uniform and \(j=k(\rho-\rho_{\rm eq})\).

For the example take \(k=10^4\) nm/s, \(D=10^7\ \mathrm{nm^2/s}\) and an island coverage of 0.1. The island's own share of the terrace has radius \(R/\sqrt{0.1}\). Using this as \(L\) gives \(\ln(L/R)=1.15\), and at \(R=20\) nm the correction is \(0.001\times20\times1.15=0.023\).

That is too small here, because slow attachment lets a density disturbance pass many neighbours before they absorb it. If the edge length per unit area is \(s\), the islands absorb an excess \(\delta\rho\) at the rate \(ks\,\delta\rho\) per unit area. Balancing this against \(D\nabla^2\delta\rho\) gives the range \(\xi=\sqrt{D/(ks)}\). For equal circles \(s=2\times0.1/R=0.01\ \mathrm{nm^{-1}}\), so \(\xi=316\) nm. As an estimate, take for \(L\) the larger of \(\xi\) and \(R/\sqrt{0.1}\). Then \(\ln(L/R)=2.76\), the correction is 0.055, and the flux is about 0.95 of its attachment-limited value.

If \(k/D\) were \(1\ \mathrm{nm^{-1}}\) instead, \(\xi\) would be only 10 nm and the island spacing would set \(L\). The factor would be 0.042 by this estimate (about 0.033 for many randomly placed islands), and the theory below would not apply.

**Q.** The correction grows with \(R\). Does your regime end?

**A.** It does, if nothing else intervenes. Since \(\xi\) grows only as \(\sqrt R\) at fixed coverage, the island spacing sets \(L\) at large radii, and \(L/R\) is constant. The two resistances are then equal at \(R=D/[k\ln(L/R)]\), which gives about 870 nm with \(\ln(L/R)=1.15\). That value is too large, because near the crossover a disturbance still reaches beyond the island's own share of the terrace: for many randomly placed islands the effective logarithm there is about 1.8 and the crossover lies near 560 nm. Well beyond that radius diffusion controls the flux, and the radial velocity scales as \(\Omega D\rho_\infty\ell/R^2\), which gives \(R^3\propto t\). The square-root law belongs to radii well below the crossover and well above \(\ell\).

**Q.** Then write the rate law for one island.

**A.** The area grows by \(\Omega\) for each attached atom, so \(2\pi R\,dR/dt=\Omega\,2\pi R\,j\). Define a critical radius \(R_c\) by \(\rho=\rho_\infty(1+\ell/R_c)\); an island of that radius is momentarily stationary. Then

\[
\frac{dR}{dt}=\Omega k\left[\rho-\rho_{\rm eq}(R)\right]
=K\left(\frac1{R_c}-\frac1R\right),\qquad K=\Omega\rho_\infty k\ell .
\]

With \(\Omega\rho_\infty=0.001\), the example has \(K=0.001\times10^4\times0.464=4.64\ \mathrm{nm^2/s}\).

**Q.** You have hidden the unknown density in \(R_c\). What determines it?

**A.** Conservation of total island area. An island that disappears has zero area at that moment, so disappearances do not enter the balance:

\[
0=\sum_i 2\pi R_i\frac{dR_i}{dt}
=2\pi K\sum_i\left(\frac{R_i}{R_c}-1\right)
\quad\Longrightarrow\quad R_c=\langle R\rangle .
\]

The critical radius is the number-averaged radius of the surviving islands, whatever the shape of the distribution. This follows because the exchange per unit edge length is multiplied by the perimeter, which is proportional to \(R\).

**Q.** But the conserved quantity is islands plus adatoms, and you linearized the exponential. Do these approximations spoil the identity?

**A.** They shift it slightly. I integrated 40 islands, initially between 15 and 35 nm, with the full exponential and a time-dependent adatom density that started at \(\rho_\infty\). The adatom count uses this density on the island tops too, a simplification that affects only the small adatom reserve. After 20 s the radius defined by the adatom density was 24.44 nm and the mean radius 24.69 nm, a difference of 1.0% of the mean.

The next order of the exponential accounts for most of this. Requiring \(\sum_i R_i(\rho-\rho_\infty e^{\ell/R_i})=0\) to second order in \(\ell\) gives

\[
\frac{\rho}{\rho_\infty}-1=\frac{\ell}{\langle R\rangle}
\left(1+\frac{\ell}{2}\left\langle\frac1R\right\rangle\right).
\]

Since \(\langle1/R\rangle\ge1/\langle R\rangle\), the bracket exceeds one by at least \(0.464/(2\times24.69)=0.0094\).

The island area fell by a fraction \(1.9\times10^{-4}\). That is the amount needed to raise the adatom coverage from 0.001 by the fraction \(\ell/R_c=0.019\), compared with an island coverage of 0.1: \(0.001\times0.019/0.1=1.9\times10^{-4}\).

**Q.** Now the growth law. Since \(K\) has units of length squared over time, is \(R_c\propto\sqrt{Kt}\) not just dimensional analysis?

**A.** Dimensional analysis gives that answer if the initial length has been forgotten. It does not say whether a state with that property exists, or what its coefficient is. To find out, measure radii in units of the mean, \(u=R/R_c\), and use a rescaled time \(s\) with \(ds=K\,dt/R_c^2\). The product rule gives

\[
\frac{du}{dt}=\frac1{R_c}\frac{dR}{dt}-\frac{u}{R_c}\frac{dR_c}{dt}
=\frac{K}{R_c^2}\left(1-\frac1u\right)-\frac{u}{R_c}\frac{dR_c}{dt}.
\]

Multiplying by \(R_c^2/K\),

\[
\frac{du}{ds}=v(u)=1-\frac1u-\alpha u,\qquad
\alpha=\frac{R_c}{K}\frac{dR_c}{dt}=\frac{1}{2K}\frac{d(R_c^2)}{dt}.
\]

If \(\alpha\) is constant, integration gives

\[
R_c^2(t)=R_c^2(0)+2\alpha Kt .
\]

**Q.** That "if" carries the whole result. Why should \(\alpha\) be constant?

**A.** I assume a self-similar state: the fraction \(G(u)\) of islands with scaled radius above \(u\) does not change in time. Let \(N\) be the number of islands. Conserved area means that \(NR_c^2\langle u^2\rangle\) is constant, so \(d\ln N/ds=-2\alpha\). The number above \(u\) is \(NG\), and it changes by islands crossing \(u\) with velocity \(v\). With the density \(g=-G'\),

\[
\frac{d(NG)}{ds}=Ngv
\quad\Longrightarrow\quad -2\alpha G=-vG'
\quad\Longrightarrow\quad vG'=2\alpha G .
\]

Inserting \(v\),

\[
\left(1-\frac1u\right)G'=\alpha\left(uG'+2G\right).
\]

Suppose \(\alpha\) took two different values while \(G\) stayed fixed. Subtracting the two equations would give \(uG'+2G=0\), and then \(G'=0\) away from \(u=1\), hence \(G=0\). So \(\alpha\) is constant.

It is also positive for a spread of sizes. A negative \(\alpha\) would make \(N\) grow, although no islands nucleate. With \(\alpha=0\) the equation permits islands of equal size alone, a state that does not coarsen.

**Q.** So any positive \(\alpha\) will do?

**A.** No. Write \(v=-(\alpha u^2-u+1)/u\). For \(\alpha>1/4\) the quadratic has no real root and \(v\) is negative everywhere. Then \(G'/G=2\alpha/v\) is finite at every \(u>0\), so \(G\) cannot end at a finite radius. At large \(u\), \(v\simeq-\alpha u\) and \(G'/G\simeq-2/u\), so \(G\propto u^{-2}\). Integration by parts gives

\[
\langle u^2\rangle=2\int_0^\infty uG\,du,
\]

which then diverges logarithmically. Finite area excludes this case. A numerical integration at \(\alpha=0.3\) gives a tail power of \(-2.003\) between \(u=10^3\) and \(10^4\).

For \(\alpha\le1/4\) there are two roots, \(m\le M\). An island that starts above \(m\) cannot cross it, since \(v(m)=0\). Such islands never disappear, so their number is constant. Self-similarity requires that same number, \(NG(m)\), to fall as \(e^{-2\alpha s}\). Both hold only if \(G(m)=0\). The largest scaled radius is therefore \(m\).

**Q.** Can you solve for the distribution?

**A.** Yes. The roots satisfy \(m+M=mM=1/\alpha\), so \(v=-\alpha(m-u)(M-u)/u\) and

\[
\frac{G'}{G}=-\frac{2u}{(m-u)(M-u)}
=-\frac{2}{M-m}\left[\frac{m}{m-u}-\frac{M}{M-u}\right].
\]

The bracket is correct because \(m(M-u)-M(m-u)=u(M-m)\). Integrating from \(u=0\), where \(G=1\),

\[
\ln G=\frac{2m}{M-m}\ln\left(1-\frac um\right)-\frac{2M}{M-m}\ln\left(1-\frac uM\right).
\]

Call the first coefficient \(p+1\). The two coefficients differ by 2, so the second is \(p+3\), and

\[
G(u)=\frac{(1-u/m)^{p+1}}{(1-u/M)^{p+3}} .
\]

Near the upper end the density \(g\) varies as \((m-u)^p\), with \(p>-1\). The ratio of coefficients gives \(m/M=(p+1)/(p+3)\). Dividing \(m+M=mM\) by \(M\) gives \(m=1+m/M\); dividing by \(m\) gives \(M=1+M/m\). Therefore

\[
m=\frac{2(p+2)}{p+3},\qquad M=\frac{2(p+2)}{p+1},
\]

\[
\alpha=\frac1{mM}=\frac{(p+1)(p+3)}{4(p+2)^2}
=\frac14\left[1-\frac1{(p+2)^2}\right].
\]

**Q.** You required \(\langle u\rangle=1\). Does this family respect it?

**A.** Multiply \(-vg=2\alpha G\) by \(u\) and integrate. The right side is \(\alpha\langle u^2\rangle\). The left side is \(-\langle u-1-\alpha u^2\rangle=1-\langle u\rangle+\alpha\langle u^2\rangle\). Hence \(\langle u\rangle=1\).

**Q.** I now have a continuum of growth rates, all with the same exponent. What selects \(p\)?

**A.** Within this deterministic rate law, the upper edge of the initial size distribution. All islands share the same \(R_c(t)\), so the final radius of a surviving island is a smooth, increasing function of its initial radius \(R_0\). Near the largest island,

\[
R_{\max}(t)-R(t)\simeq\frac{\partial R}{\partial R_0}\left[R_{\max}(0)-R_0\right],
\]

with a positive, finite derivative. A density that starts as \((R_{\max}-R)^p\) therefore keeps that power at any finite time. As small islands vanish, the survivors come from an ever narrower range below the initial maximum, so its shape governs the late distribution. This matches an initial edge to a self-similar state; it does not prove convergence.

On a real surface there is a further limit: atoms attach and detach at random. In the example \(\rho_\infty=0.0125\ \mathrm{nm^{-2}}\), so an island of 20 nm radius gains and loses about \(2\pi Rk\rho_\infty=1.6\times10^4\) atoms per second, as many as it contains. If it stayed near that size for 600 s, the random part of its growth would be about \(\sqrt{2\times1.6\times10^4\times600}\approx4400\) atoms, over a quarter of its content. Such noise blurs a sharp edge, so the value of \(p\) set by that edge need not last.

**Q.** Then show me convergence in a case that could have gone wrong.

**A.** I evolved two populations from the rate law, with initial densities proportional to \((1-R)^p\) on the unit interval. Neither starts in its self-similar form. Over the last decade of time:

| | \(p=0\) | \(p=1\) |
|---|---|---|
| growth exponent | 0.500 | 0.500 |
| \(K^{-1}d(R_c^2)/dt\), simulated | 0.375 | 0.444 |
| \(2\alpha\), formula | 0.375 | 0.444 |
| largest \(u\), simulated | 1.331 | 1.500 |
| \(m\), formula | 1.333 | 1.500 |

The largest deviation of the final \(G(u)\) from the formula is 0.005 for \(p=0\) and 0.0002 for \(p=1\). In these noise-free runs the exponent is shared, while the prefactor remembers the edge. The runs are long: the mean radius has grown by a factor of thousands, which from 20 nm would lie far beyond the crossover to diffusion control. They test the rate law, not the time window of the example.

**Q.** A sharp edge seems artificial. What about a distribution that fades out smoothly?

**A.** If its density vanishes faster than any power at the end, this suggests the limit \(p\to\infty\). Then \(\alpha\to1/4\) and both roots tend to 2. To take the limit of \(G\), use \(1/m=\tfrac12[1+1/(p+2)]\) and \(1/M=\tfrac12[1-1/(p+2)]\). With \(\epsilon=u/[(2-u)(p+2)]\),

\[
G=\frac{1}{(1-u/M)^2}\left(\frac{1-\epsilon}{1+\epsilon}\right)^{p+1}
\longrightarrow\frac{4}{(2-u)^2}\exp\left(-\frac{2u}{2-u}\right),
\]

because the logarithm of the second factor tends to \(-2(p+1)\epsilon\to-2u/(2-u)\). Differentiating,

\[
\frac{G'}{G}=\frac{2}{2-u}-\frac{4}{(2-u)^2}=-\frac{2u}{(2-u)^2},
\]

\[
g(u)=\frac{8u}{(2-u)^4}\exp\left(-\frac{2u}{2-u}\right),\qquad 0<u<2 .
\]

The maximum follows from \(1/u+4/(2-u)-4/(2-u)^2=0\). Multiplying by \(u(2-u)^2\) reduces this to \(4-3u^2=0\), so the most common radius is \(2/\sqrt3=1.155\) times the mean. The distribution leans towards large sizes and stops at twice the mean. The growth law is

\[
R_c^2(t)=R_c^2(0)+\frac{Kt}{2}.
\]

**Q.** Does a population with an unbounded tail really go there?

**A.** For a Gaussian-type tail the numerical evidence supports it, with a very slow approach. Starting from \(G\propto e^{-R^2}\), the last decade of time gives an exponent of 0.499 and \(K^{-1}d(R_c^2)/dt=0.504\), which is 0.8% above the limit of 0.5. A value above the limit does not contradict the exclusion of \(\alpha>1/4\), since that applies to a fixed scaled distribution and this one may still be changing. The rate falls steadily along the run, about 0.55, 0.52, 0.51 and 0.504 at \(s=10, 20, 30, 40\), so I expect the excess to fade, but I have not proved it. By \(s=40\) the mean radius has grown about \(5\times10^4\)-fold. Heavier tails lag further: starting from \(G=(1+R)^{-3}\), the rate at \(s=40\) is still about 0.58. A population started in the limiting profile kept it: the rate was 0.500 and \(G\) deviated by at most 0.001 at the end of the run.

**Q.** Give me times and densities I could compare with a microscope image.

**A.** Take the limiting distribution with an initial mean radius of 20 nm. Doubling the radius raises \(R_c^2\) by \(3\times400=1200\ \mathrm{nm^2}\), so

\[
t_2=\frac{1200\ \mathrm{nm^2}}{0.5\times4.64\ \mathrm{nm^2/s}}\approx517\ \mathrm{s},
\]

or 8.6 min. Starting instead in the self-similar \(p=0\) profile, the denominator contains 0.375 instead of 0.5, and doubling takes 689 s, longer by a third. Both times assume a self-similar start, and over a single doubling the initial shape matters more than the edge: with the same 20 nm mean, radii spread uniformly from 0 to 40 nm double in about 350 s, and a Gaussian-type tail in about 300 s. These times follow from the attachment-limited rate law without exchange noise; the noise estimated above shortens the two self-similar times by about 2% and 4%. The diffusion correction for an island of mean size, estimated as above, rises from about 5.5% to 10% during the doubling, so diffusion lengthens these times by an amount of that order.

The number density needs the second moment. With \(y=1/(2-u)\), we have \(du=dy/y^2\) and \(G=4y^2e^{2-4y}\), so

\[
\langle u^2\rangle=2\int_0^2uG\,du
=8e^2\int_{1/2}^{\infty}\left(2-\frac1y\right)e^{-4y}dy
=4-8e^2E_1(2)=1.109,
\]

where \(E_1(2)=\int_2^\infty e^{-x}dx/x\). The initial density is

\[
\frac{0.1}{\pi\times1.109\times(20\ \mathrm{nm})^2}
=7.17\times10^{-5}\ \mathrm{nm^{-2}},
\]

or about 72 islands per square micrometre. After the doubling it is a quarter of that, about 18.

**Q.** If I plot \(\ln R_c\) against \(\ln t\) for that run, will I see a slope of one half?

**A.** Not yet. From the growth law,

\[
\frac{d\ln R_c}{d\ln t}=\frac{\alpha Kt}{R_c^2}
=\frac12\left[1-\frac{R_c^2(0)}{R_c^2(t)}\right].
\]

At the doubling time the slope is \(\tfrac12\times\tfrac34=0.375\). Under the pure attachment-limited law, coming within 5% of one half needs \(R_c^2\) to grow twentyfold, and the number of islands falls by the same factor. In the example the diffusion correction is then about 18%; with it included the slope is about 0.45 at that point, peaks near 0.46 and declines, so it never comes within 5% of one half. A plot of \(R_c^2\) against \(t\) is better: in a self-similar state it is straight from the start, with slope \(2\alpha K\).

**Q.** Your rate law fails for islands about to vanish, where \(R\) is no longer large compared with \(\ell\). Does that matter?

**A.** Little in this example. At small \(u\), \(g\simeq u/2\), so the fraction of islands below \(u\) is about \(u^2/4\). The linear form is already 10% low at \(R=5\ell\), which is \(u=0.116\) when the mean radius is 20 nm. Less than half a percent of the islands lie below that size, with a far smaller share of the area. Keeping the full exponential for all islands shortens the doubling time by about 2%.

Other departures can matter more. If few islands remain, the mean fluctuates and a smooth \(G\) loses its meaning. Island motion followed by coalescence adds a second route to coarsening, and evaporation breaks the area balance that fixed \(R_c=\langle R\rangle\). The numerical output below gives the simulated values in the table, the late-time rates for the Gaussian-type and limiting profiles, and the 40-island run.

## Table of computed values

```
Population dynamics, last decade of time
p=0: growth exponent 0.5000
p=0: d(Rc^2)/dt / K simulated 0.3750, formula 0.3750
p=0: largest R/Rc simulated 1.3312, formula 1.3333
p=0: largest deviation of G(u) 0.0054
p=1: growth exponent 0.5000
p=1: d(Rc^2)/dt / K simulated 0.4444, formula 0.4444
p=1: largest R/Rc simulated 1.4998, formula 1.5000
p=1: largest deviation of G(u) 0.0002
Gaussian-type tail: growth exponent 0.4994
Gaussian-type tail: d(Rc^2)/dt / K 0.5042, limit 0.5 expected
Limiting profile: d(Rc^2)/dt / K 0.5000
Limiting profile: largest deviation of G(u) 0.0010
Limiting profile: simulated doubling time 6.011 Rc(0)^2/K
Scaled distributions
p=0: alpha 0.18750, <u> 1.000000, <u^2> 1.07535
p=1: alpha 0.22222, <u> 1.000000, <u^2> 1.09340
p=5: alpha 0.24490, <u> 1.000000, <u^2> 1.10632
smooth: norm 1.000000, <u> 1.000000, <u^2> 1.10937
smooth: peak of g(u) at u = 1.1547
alpha=0.3: tail power of G(u) -2.0026
Worked example
Omega 0.08 nm^2, gamma 0.3 eV/nm, T 600 K
Omega*rho_inf 0.001, k 10000 nm/s, D 1e+07 nm^2/s
coverage 0.1, initial mean radius 20 nm
kB T 0.05170 eV, capillary length ell 0.4642 nm
rho_inf 0.0125 nm^-2, K 4.6418 nm^2/s
island of 15708 atoms: energy of one more atom 1.2000 meV
exp(ell/R)-1 0.02348, linear ell/R 0.02321
k/D 0.001 nm^-1: kR ln(L/R)/D 0.0230, flux factor 0.9775
k/D 1.000 nm^-1: kR ln(L/R)/D 23.0259, flux factor 0.0416
full model at 20 s: Rc from adatom density 24.438 nm
full model at 20 s: mean radius 24.693 nm
full model: relative change of island area -1.90e-04
doubling time, smooth tail: 517.0 s (8.62 min)
doubling time, simulated limiting profile: 517.9 s
doubling time, sharp edge p=0: 689.4 s
island density at 20 nm: 71.73 per square micrometre
island density at 40 nm: 17.93 per square micrometre
```
